\section*{Erf-attenuated repulsion integrals over Gaussians from scaled Boys functions, part 2}

The aim is to obtain repulsion integrals with the kernel $\operatorname{erf}(\omega r_{12})/r_{12}$, $\omega>0$, from the formulas for $1/r_{12}$. Atomic units are used. The real, unnormalised primitive
\[
\chi_a(\mathbf r) = (x-A_x)^{i}(y-A_y)^{j}(z-A_z)^{k}\, e^{-a|\mathbf r-\mathbf A|^2}
\]
has exponent $a$ and centre $\mathbf A$; $\chi_b,\chi_c,\chi_d$ are defined likewise. In $(ab|cd)_\omega$, $\chi_a\chi_b$ belongs to electron 1 and $\chi_c\chi_d$ to electron 2; $(ab|cd)$ is the Coulomb case. The rule to be proved is that $(ab|cd)=\sum_m C_mF_m(T)$ implies $(ab|cd)_\omega=\sum_m C_m\,s^{m+1/2}F_m(sT)$, with $C_m$ obtained by differentiating the s-type integral with respect to $\mathbf P$ and $\mathbf Q$. Here $F_m(T)=\int_0^1t^{2m}e^{-Tt^2}dt$ is the Boys function, and
\[
p=a+b,\quad q=c+d,\quad \mathbf P=\frac{a\mathbf A+b\mathbf B}{p},\quad \mathbf Q=\frac{c\mathbf C+d\mathbf D}{q},
\]
\[
\mathbf R=\mathbf P-\mathbf Q,\quad X=R_x,\quad \rho=\frac{pq}{p+q},\quad T=\rho R^2,\quad s=\frac{\omega^2}{\omega^2+\rho}.
\]
For s-type functions $\chi_a\chi_b=K_{AB}\,e^{-p|\mathbf r-\mathbf P|^2}$ with $K_{AB}=e^{-(ab/p)|\mathbf A-\mathbf B|^2}$, and similarly for $K_{CD}$. It has been shown that
\begin{equation}
(ss|ss)_\omega = \mathcal N K_{AB}K_{CD}\, G_0(T),
\qquad
\mathcal N = \frac{2\pi^{5/2}}{pq\sqrt{p+q}} ,
\label{eq:start}
\end{equation}
\begin{equation}
G_m(T) = \int_0^{\sqrt s} t^{2m}e^{-Tt^2}\, dt = s^{m+1/2}F_m(sT),
\qquad
\frac{dG_m}{dT} = -G_{m+1} .
\label{eq:Gagain}
\end{equation}
For $s=1$, $G_m=F_m$. The variable $t=u/\sqrt{\rho+u^2}$ comes from writing the kernel as a superposition of Gaussians $e^{-u^2r_{12}^2}$ of range $1/u$, with $0\le u\le\omega$.

The example quartet of the first half has $a=1.8$, $b=1.2$, $c=0.9$, $d=0.6$ bohr$^{-2}$, $\omega=0.5$ bohr$^{-1}$, $\mathbf A=(0,0,0)$, $\mathbf B=(0.5,-0.2,0.3)$, $\mathbf C=(1.4,0.6,-0.4)$ and $\mathbf D=(1.7,0.3,0.6)$ bohr. Hence $\mathbf P=(0.20,-0.08,0.12)$ and $\mathbf Q=(1.52,0.48,0)$ bohr, $T=2.0704$, $sT=0.41408$, $F_0(T)=0.590128$ and $G_0=0.392455$.

\subsection{Polynomials as derivatives of a cloud}

With angular factors, the product $\chi_a\chi_b$ is $K_{AB}$ times a polynomial in $x,y,z$ times $e^{-p|\mathbf r-\mathbf P|^2}$. The polynomial can be traded for derivatives with respect to the centre of the cloud. In one dimension let
\begin{equation}
\Lambda_n(x) = \frac{\partial^n}{\partial P_x^n}\, e^{-p(x-P_x)^2} .
\end{equation}
If $g$ is a polynomial, then
\begin{equation}
\frac{\partial}{\partial P_x}\left[g(x-P_x)\, e^{-p(x-P_x)^2}\right]
= \left[2p(x-P_x)\,g(x-P_x) - g'(x-P_x)\right] e^{-p(x-P_x)^2} .
\end{equation}
One derivative raises the degree by one and multiplies the leading coefficient by $2p$. So $\Lambda_n$ is a polynomial of degree $n$, with leading coefficient $(2p)^n\neq0$, times the Gaussian. Any polynomial of degree $n$ times the Gaussian can therefore be written with $\Lambda_0,\dots,\Lambda_n$: match the highest power first, subtract, and continue downwards.

Doing this for each component gives
\begin{equation}
\chi_a\chi_b = K_{AB}\sum_{\mathbf h} E^{ab}_{\mathbf h}\;\partial_{\mathbf P}^{\mathbf h}\, e^{-p|\mathbf r-\mathbf P|^2},
\qquad
\partial_{\mathbf P}^{\mathbf h} = \frac{\partial^{h_x}}{\partial P_x^{h_x}}\frac{\partial^{h_y}}{\partial P_y^{h_y}}\frac{\partial^{h_z}}{\partial P_z^{h_z}} ,
\label{eq:hermite}
\end{equation}
and a corresponding expansion of $\chi_c\chi_d$ with coefficients $E^{cd}_{\mathbf g}$ and derivatives with respect to $\mathbf Q$. The derivatives in (\ref{eq:hermite}) act on the Gaussian alone. The quantities $K_{AB}$ and $E^{ab}_{\mathbf h}$ also contain the positions of the centres, but they stand outside and are held fixed. They come from rewriting a product of two orbitals, so they cannot depend on the interaction.

\subsection{Why the coefficients do not change}

Insert both expansions in the integral. The derivatives can be taken outside, since the integrand is smooth in $\mathbf P$ and $\mathbf Q$ and decays as a Gaussian. What they act on is the repulsion of two s-type clouds without the factors $K$, namely $\mathcal N G_0(T)$:
\begin{equation}
(ab|cd)_\omega = \mathcal N K_{AB}K_{CD}\sum_{\mathbf h,\mathbf g}E^{ab}_{\mathbf h}E^{cd}_{\mathbf g}\;
\partial_{\mathbf P}^{\mathbf h}\,\partial_{\mathbf Q}^{\mathbf g}\, G_0(T) .
\end{equation}
Here $T$ depends on the centres only through $\mathbf R=\mathbf P-\mathbf Q$. Each derivative with respect to $\mathbf Q$ is thus minus one with respect to $\mathbf P$, and $\partial_{\mathbf Q}^{\mathbf g}$ may be replaced by $(-1)^{|\mathbf g|}\partial_{\mathbf P}^{\mathbf g}$, with $|\mathbf g|=g_x+g_y+g_z$.

The exponents, and with them $\rho$ and $s$, are constant under these derivatives. From $\partial T/\partial P_x=2\rho X$ and the ladder in (\ref{eq:Gagain}),
\begin{equation}
\frac{\partial G_m}{\partial P_x} = -2\rho X\, G_{m+1} .
\label{eq:dG}
\end{equation}
A second derivative also acts on the factor $X$:
\begin{equation}
\frac{\partial^2G_0}{\partial P_x^2} = -2\rho\, G_1 + 4\rho^2X^2\, G_2 .
\label{eq:second}
\end{equation}
In general suppose that, for some $\mathbf h$,
\begin{equation}
\partial_{\mathbf P}^{\mathbf h}G_0 = \sum_m D_m^{\mathbf h}(\rho,\mathbf R)\, G_m .
\end{equation}
One more derivative with respect to $P_x$ gives, by the product rule and (\ref{eq:dG}), the same form with
\begin{equation}
D_m^{\mathbf h+\mathbf e_x} = \frac{\partial D_m^{\mathbf h}}{\partial X} - 2\rho X\, D_{m-1}^{\mathbf h},
\qquad
D_0^{\mathbf 0}=1, \quad D_{-1}^{\mathbf h}=0 ,
\label{eq:D}
\end{equation}
where $\mathbf e_x$ raises $h_x$ by one. The other two directions work alike. By induction the form holds for every $\mathbf h$. Neither the starting value nor the recursion contains $s$ or $\omega$, so the $D_m^{\mathbf h}$ are those of the Coulomb case. Collecting terms,
\begin{equation}
(ab|cd)_\omega = \sum_m C_m G_m(T),
\qquad
C_m = \mathcal N K_{AB}K_{CD}\sum_{\mathbf h,\mathbf g}(-1)^{|\mathbf g|}E^{ab}_{\mathbf h}E^{cd}_{\mathbf g}\, D_m^{\mathbf h+\mathbf g} .
\label{eq:result}
\end{equation}
Putting $s=1$ gives the ordinary integral with the same $C_m$ and with $F_m$ in place of $G_m$. This proves the replacement rule $F_m(T)\to s^{m+1/2}F_m(sT)$. The index $m$ runs from zero to the sum of the four angular momenta.

As a numerical check, the 162 integrals of a $(dp|pp)$ quartet on four centres were computed by six-dimensional quadrature of the definition. The largest deviation of the rule is $2\times10^{-13}$ of the largest integral. If the factor $s^m$ is left out and $\sqrt s\,F_m(sT)$ is used for all $m$, the deviation is $0.63$ of the largest integral.

\subsection{One p function, with numbers}

Let $\chi_a$ be a $p_x$ function and the other three s functions. Its angular factor is split about the centre of the cloud,
\begin{equation}
x-A_x = (P_x-A_x) + (x-P_x),
\qquad
(x-P_x)\,e^{-p(x-P_x)^2} = \frac{1}{2p}\,\frac{\partial}{\partial P_x}\, e^{-p(x-P_x)^2} .
\end{equation}
The first part multiplies $G_0$. The second gives $(1/2p)(-2\rho X)G_1$ by (\ref{eq:dG}). Hence
\begin{equation}
(p_xs|ss)_\omega = \mathcal N K_{AB}K_{CD}\left[(P_x-A_x)\,G_0 - \frac{\rho}{p}\,X\,G_1\right] .
\label{eq:psss}
\end{equation}
The first term is the repulsion of a net charge, the second that of a dipole.

For the quartet of the first half, $\mathcal N K_{AB}K_{CD}=1.82295$ bohr$^5$, $\rho=1$ and $p=3$ bohr$^{-2}$, $X=-1.32$ bohr, $s=0.2$ and $\mathbf A=\mathbf 0$. So $P_x-A_x=0.20$ bohr and $-(\rho/p)X=+0.44$ bohr. The ordinary integral, with $F_0=0.590128$ and $F_1=0.112054$, is
\begin{equation}
1.82295\,(0.20\times0.590128+0.44\times0.112054) = 0.30503\ \text{bohr}^6 .
\end{equation}
For the attenuated one, $F_1(sT)=0.261554$ gives $G_1=0.2^{3/2}\times0.261554=0.023394$. With $G_0=0.392455$,
\begin{equation}
1.82295\,(0.20\times0.392455+0.44\times0.023394) = 0.16185\ \text{bohr}^6 ,
\end{equation}
in agreement with the quadrature of the definition.

The charge term keeps $G_0/F_0=67$ per cent of its value, the dipole term $G_1/F_1=21$ per cent. That the ratio falls with $m$ is general for $0<s<1$. Below the cut $t^2\le s$, so $G_{m+1}<sG_m$. Above it $t^2\ge s$, so $F_{m+1}-G_{m+1}>s(F_m-G_m)$. The retained part shrinks faster than the discarded part, and $G_m/F_m$ decreases. The weight $t^{2m}$ shifts the integrand towards large $t$ as $m$ grows, and since $t$ increases with $u$, this is the region of the Gaussians of short range $1/u$, which the attenuation discards.

\subsection{Where the factors of $s$ may be put}

Each $D_m^{\mathbf h}$ in (\ref{eq:D}) is $\rho^m$ times a polynomial in the components of $\mathbf R$. One could therefore absorb $s^m$ by writing $\rho'=s\rho$ for this $\rho^m$. In (\ref{eq:psss}) the dipole term would then be $-(\rho'/p)X\sqrt s\,F_1(sT)$. It would be wrong to do both, that is, to use $G_1$ and also change $\rho$ in its coefficient.

The version with $G_m$ is safer, because a $\rho$ can be hidden by simplification. With $p_x$ functions on $\mathbf A$ and $\mathbf C$, one contribution to $(p_xs|p_xs)_\omega$ is, by (\ref{eq:second}),
\begin{equation}
\frac{1}{4pq}\,\frac{\partial^2G_0}{\partial P_x\,\partial Q_x}
= \frac{2\rho\, G_1-4\rho^2X^2G_2}{4pq}
= \frac{G_1}{2(p+q)} - \frac{\rho X^2}{p+q}\, G_2 ,
\end{equation}
apart from the common factor $\mathcal N K_{AB}K_{CD}$. In the last form $\rho/(pq)$ has become $1/(p+q)$, and the power of $\rho$ that belongs to $G_1$ can no longer be seen. The index $m$ still shows how many factors of $s$ are due.

\subsection{A relation that does not carry over}

Integration by parts, with $2Tt\,e^{-Tt^2}=-\,d(e^{-Tt^2})/dt$, gives
\begin{align}
2T\,G_{m+1}
&= \int_0^{\sqrt s}t^{2m+1}\left(2Tt\,e^{-Tt^2}\right)dt \nonumber\\
&= -\left[t^{2m+1}e^{-Tt^2}\right]_0^{\sqrt s} + (2m+1)\int_0^{\sqrt s}t^{2m}e^{-Tt^2}\, dt \nonumber\\
&= (2m+1)\,G_m - s^{m+1/2}e^{-sT} .
\label{eq:rec}
\end{align}
For $s=1$ this is the usual relation $2TF_{m+1}=(2m+1)F_m-e^{-T}$. The boundary term depends on the upper limit, so the two families differ here although their derivatives agree.

Suppose $F_1$ has been eliminated from a formula through $F_1=(F_0-e^{-T})/(2T)$, and only then $F_0$ is replaced by $G_0$. The example shows the damage:
\begin{align}
\frac{G_0-\sqrt s\,e^{-sT}}{2T} &= \frac{0.39246-0.29558}{4.1408} = 0.0234 , \\
\frac{G_0-e^{-T}}{2T} &= \frac{0.39246-0.12614}{4.1408} = 0.0643 .
\end{align}
The first value is $G_1$, the second is 2.7 times too large. Used in (\ref{eq:psss}) it would make the attenuated integral about 20 per cent too large. The rule must therefore be applied to the expression (\ref{eq:result}), before any such elimination. To compute $F_m(sT)$ itself the usual relation remains valid, provided that its argument is $sT$ throughout.

Derivatives with respect to an exponent need similar care, since $s$ then varies. The moving upper limit adds a term:
\begin{equation}
\frac{\partial G_0}{\partial\rho} = -R^2G_1 + e^{-sT}\,\frac{\partial\sqrt s}{\partial\rho} .
\end{equation}

\subsection{Short-range and mixed kernels}

The integral is linear in the kernel. For $\operatorname{erfc}(\omega r)/r=1/r-\operatorname{erf}(\omega r)/r$ the functions to insert are $F_m(T)-G_m(T)$. For $[\alpha+\beta\operatorname{erf}(\omega r)]/r$ with constants $\alpha$ and $\beta$ they are $\alpha F_m+\beta G_m$. One set of coefficients $C_m$ serves all these kernels. When $G_m$ is close to $F_m$, the difference loses significant digits, and the relative rounding error grows as $F_m/(F_m-G_m)$.

\subsection{Contracted functions: exchange in H$_2$}

A contracted basis function is a fixed sum of primitives. Its integrals are sums over primitive quartets, each with its own $\rho$ and hence its own $s$. The rule must be applied inside the sum.

Consider H$_2$ at a bond length of 1.4 bohr in Hartree--Fock theory with the STO-3G basis. Both electrons occupy the orbital $\sigma$, one for each spin. Each spin contributes $-\tfrac12(\sigma\sigma|\sigma\sigma)$ to the exchange energy, so $E_{\mathrm x}=-(\sigma\sigma|\sigma\sigma)$. The orbital consists of six s-type primitives with total coefficients $c_i$, including normalisation. The long-range part is
\begin{equation}
E_{\mathrm x}^{\mathrm{LR}} = -\sum_{ijkl}c_ic_jc_kc_l\;\mathcal N_{ijkl}\,K_{ij}K_{kl}\,\sqrt{s_{ijkl}}\;F_0(s_{ijkl}T_{ijkl}) .
\end{equation}
For $\omega=0.4$ bohr$^{-1}$ the values of $\rho$ run from 0.169 to 3.425 bohr$^{-2}$, and $s$ accordingly from $0.16/0.329=0.49$ down to $0.16/3.585=0.045$. The energies are
\begin{align}
E_{\mathrm x} &= -0.6746\ \text{hartree} = -18.36\ \text{eV}, \\
E_{\mathrm x}^{\mathrm{LR}} &= -0.3696\ \text{hartree} = -10.06\ \text{eV}, \\
E_{\mathrm x}^{\mathrm{SR}} &= E_{\mathrm x}-E_{\mathrm x}^{\mathrm{LR}} = -0.3050\ \text{hartree} = -8.30\ \text{eV} .
\end{align}
At this level of theory and this $\omega$, 55 per cent of the exchange energy is long-range.

If one common $s=0.132$, formed with the unweighted mean $\rho=1.05$ bohr$^{-2}$ of all quartets, is used instead, the long-range part comes out as $-0.2666$ hartree, which is 28 per cent too small in magnitude. Quartets with $\rho$ below the mean then receive too small an $s$, and those above it too large a one. The first error dominates ($+0.106$ against $-0.002$ hartree), because the quartets below this mean carry 97 per cent of the weight, measured by the product of the charges of the two clouds. The size of the error depends on the mean chosen. With $\rho$ averaged using these weights ($\rho=0.47$ bohr$^{-2}$, $s=0.25$) the two errors largely cancel and the result is $-0.364$ hartree, still 1.5 per cent too small in magnitude. Giving each quartet its own $s$ is exact.

\section*{Table of computed values}
\begin{verbatim}
MODEL QUARTET (atomic units, unnormalised primitives)
exponents a b c d [bohr^-2]: 1.8 1.2 0.9 0.6
centre A [bohr]: 0.0 0.0 0.0
centre B [bohr]: 0.5 -0.2 0.3
centre C [bohr]: 1.4 0.6 -0.4
centre D [bohr]: 1.7 0.3 0.6
omega = 0.5 bohr^-1
p = 3.0000, q = 1.5000, rho = 1.0000 bohr^-2
P [bohr]: 0.2000 -0.0800 0.1200
Q [bohr]: 1.5200 0.4800 -0.0000
T = 2.070400, s = 0.200000, s*T = 0.414080
m   F_m(T)     F_m(sT)    G_m(T)  (dimensionless)
0  0.5901279  0.8775565  3.9246e-01
1  0.1120539  0.2615538  2.3394e-02
2  0.0507212  0.1493835  2.6723e-03
3  0.0307840  0.1038078  3.7139e-04
4  0.0215787  0.0793403  5.6771e-05
5  0.0164395  0.0641361  9.1784e-06
K_AB = 0.760636, K_CD = 0.653901
prefactor 2pi^2.5/(pq sqrt(p+q)) = 3.665101 bohr^5
(ss|ss) full        = 1.0757734 bohr^5
(ss|ss) long, rule  = 0.7154260 bohr^5
(ss|ss) long, 6D    = 0.7154260 bohr^5
(ss|ss) short       = 0.3603474 bohr^5
(ss|ss) long, broadened cloud = 0.7154260 bohr^5
broadened exponent of q cloud = 0.214286 bohr^-2
(px s|ss) full       = 0.3050328 bohr^6
(px s|ss) long, rule = 0.1618495 bohr^6
(px s|ss) long, 6D   = 0.1618495 bohr^6
G_1 by quadrature            = 0.0233941
G_1 from its own relation    = 0.0233941
G_1 from relation of the F_m = 0.0643160 (wrong)
(dp|pp): number of integrals = 162
largest deviation / largest integral:
  rule vs 6D quadrature    2.2e-13
  factor s^m left out      0.626
  full vs pyscf            4.4e-14
  long range vs pyscf      1.4e-15
  short range vs pyscf     8.9e-14
H2, HARTREE-FOCK/STO-3G
bond = 1.4 bohr, omega = 0.4 bohr^-1
rho from 0.1689 to 3.4253 bohr^-2
s from 0.0446 to 0.4865
exchange, full  = -0.674594 hartree = -18.357 eV
exchange, long  = -0.369618 hartree = -10.058 eV
exchange, short = -0.304976 hartree = -8.299 eV
long-range share = 54.79 percent
common s (mean rho) = 0.1317
long with common s = -0.266584 hartree (wrong)
\end{verbatim}
